\section*{Why silicon's split-off band matters to holes at room temperature}

\section{The belief and what is wrong with it}

The split-off valence band of silicon starts $\Delta=44$ meV below the top of the valence band. It is tempting to conclude that room-temperature holes live in the heavy and light bands, and that the third band can be dropped. The conclusion is wrong, though the observation behind it is right: few holes occupy the third band. In the six-band model used here their share at 300 K is about 1\,\%. Yet removing the split-off states lowers the effective density of states by a factor of about 2.4, and under 1\,\% biaxial compression it makes the heavy--light splitting three times too large.

Both errors have one origin. The split-off states mix into the upper two bands, and $\Delta$ is the energy scale on which they do so. Thermal energy ($kT=25.9$ meV at 300 K) and ordinary strain energies are not small on that scale. Counting holes in the third band misses this effect, because the holes concerned sit in the first two.

\section{The model}

Energies are hole energies, positive downward from the unstrained valence edge. The edge states are three $p$-like orbitals $X,Y,Z$, each with two spins. With dimensionless orbital angular momentum $\mathbf L$ and Pauli matrices $\boldsymbol\sigma$, put $\Lambda=\mathbf L\cdot\boldsymbol\sigma$. Since $\mathbf S=\boldsymbol\sigma/2$,
\begin{equation}
\Lambda=2\mathbf L\cdot\mathbf S=j(j+1)-2-\tfrac34 ,
\end{equation}
which is $1$ for the four states with $j=3/2$ and $-2$ for the two with $j=1/2$. The spin-orbit energy is therefore
\begin{equation}
H_{\rm so}=\frac{\Delta}{3}(1-\Lambda),
\end{equation}
equal to $0$ and $\Delta$ respectively.

Next comes motion, to second order in $\mathbf k$. Reflection $x\to-x$ reverses both $k_x$ and the orbital $X$, so the element between $X$ and $Y$ must be odd in $k_x$ and in $k_y$: it is proportional to $k_xk_y$. The diagonal elements are even, and cubic symmetry leaves two constants in them. With $\varepsilon=\hbar^2k^2/2m_0$ and $\mathbf n=\mathbf k/k$, the three constants are written through the Luttinger parameters:
\begin{equation}
H_{jj}=\varepsilon\left(\gamma_1-2\gamma_2+6\gamma_2n_j^2\right),\qquad
H_{jl}=6\gamma_3\,\varepsilon\, n_jn_l\quad(j\neq l).
\label{eq:orb}
\end{equation}
This is $\gamma_1\varepsilon$ plus a traceless matrix $M$. The full six-band matrix is $\gamma_1\varepsilon+M+H_{\rm so}$. The four-band model keeps only its block between $j=3/2$ states.

The parameters are rounded customary values for silicon, taken as inputs: $\gamma_1=4.3$, $\gamma_2=0.34$, $\gamma_3=1.45$. Higher powers of $k$ and $k$-dependent spin-orbit terms are left out.

\section{What the four-band model predicts}

At fixed $\mathbf k$ the orbital axes can be rotated to make $M$ diagonal, with entries $m_1,m_2,m_3$ of zero sum; $\Lambda$ keeps its form under a joint rotation of orbitals and spin. The projector on $j=3/2$ is $P=(2+\Lambda)/3$. Because $\mathrm{Tr}\,M=0$ and the Pauli matrices are traceless, $\mathrm{Tr}(PM)=0$. Time reversal with inversion makes each level doubly degenerate, so $PMP$ has eigenvalues $\pm w$, each twice, and
\begin{align}
4w^2&=\mathrm{Tr}(PMPM)
=\tfrac19\left[4\,\mathrm{Tr}M^2+4\,\mathrm{Tr}(\Lambda M^2)+\mathrm{Tr}(\Lambda M\Lambda M)\right]\nonumber\\
&=\tfrac19\Big[8\sum_j m_j^2+0+2\sum_{j\ne l}m_jm_l\Big]
=\tfrac23\sum_j m_j^2 .
\end{align}
The last step uses $\sum_{j\neq l}m_jm_l=(\sum_j m_j)^2-\sum_j m_j^2=-\sum_j m_j^2$. Thus $w^2=\frac16\sum_j m_j^2$, and this sum is the sum of squares of all elements of $M$ in any axes. Let $q=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$, so that $\sum_j n_j^4=1-2q$. From (\ref{eq:orb}),
\begin{equation}
\sum_j m_j^2=\varepsilon^2\left[\gamma_2^2(24-72q)+72\gamma_3^2q\right],
\end{equation}
and the four-band energies are
\begin{equation}
E_\mp=\varepsilon\left[\gamma_1\mp\sqrt{4\gamma_2^2+12(\gamma_3^2-\gamma_2^2)q}\,\right].
\label{eq:four}
\end{equation}
Each band is a warped parabola. This is what makes the model attractive: its masses do not depend on energy or temperature.

\section{How the third band bends the light band}

Suppose $M$ is symmetric about an axis, with energy $s$ for the two orbitals across the axis and $-2s$ for the one along it. Motion along [001] is such a case, with $s=-2\gamma_2\varepsilon$. So is motion along [111]: all off-diagonal elements are $2\gamma_3\varepsilon$, the eigenvalues of $M$ are $4\gamma_3\varepsilon,-2\gamma_3\varepsilon,-2\gamma_3\varepsilon$, and $s=-2\gamma_3\varepsilon$. Biaxial strain will be another.

Label orbitals by their angular momentum $0,\pm1$ along the axis. The heavy state $|{+1}\uparrow\rangle$ is purely $j=3/2$ and has energy $\gamma_1\varepsilon+s$. The two states with $m_j=1/2$ are
\begin{align}
|l\rangle&=\sqrt{\tfrac23}\,|0\uparrow\rangle+\sqrt{\tfrac13}\,|{+1}\downarrow\rangle,\\
|o\rangle&=\sqrt{\tfrac13}\,|0\uparrow\rangle-\sqrt{\tfrac23}\,|{+1}\downarrow\rangle,
\end{align}
with $j=3/2$ and $j=1/2$. The elements of $M$ are
\begin{align}
M_{ll}&=\tfrac23(-2s)+\tfrac13s=-s,\qquad
M_{oo}=\tfrac13(-2s)+\tfrac23s=0,\\
M_{lo}&=\tfrac{\sqrt2}{3}(-2s)-\tfrac{\sqrt2}{3}s=-\sqrt2\,s .
\end{align}
Adding $\gamma_1\varepsilon$ to both diagonal elements and $\Delta$ to the second, and diagonalizing,
\begin{equation}
E=\gamma_1\varepsilon+\frac{\Delta-s}{2}\mp\sqrt{\frac{(\Delta+s)^2}{4}+2s^2}.
\label{eq:two}
\end{equation}
The four-band model retains $-s$ and discards the coupling $-\sqrt2 s$.

For negative $s$, write $t=|s|$. The light band then lies deeper than the heavy band by
\begin{equation}
G(t)=\frac{\Delta+3t}{2}-\frac12\sqrt{\Delta^2-2\Delta t+9t^2},
\label{eq:G}
\end{equation}
where the four-band model has $2t$. Expanding the root for small and large $t$ gives
\begin{equation}
G\simeq 2t-\frac{2t^2}{\Delta}\quad(t\ll\Delta),\qquad
G\to\frac{2\Delta}{3}\quad(t\gg\Delta).
\end{equation}
In the second limit the root tends to $3t-\Delta/3$. The approach is monotonic: $dG/dt>0$ requires $9t-\Delta<3\sqrt{\Delta^2-2\Delta t+9t^2}$. This is evident if the left side is negative; otherwise squaring reduces it to $\Delta^2<9\Delta^2$. The gap between light and heavy holes therefore cannot exceed $2\Delta/3=29.3$ meV, however fast they move along these axes.

Take [111] at $k=0.3$ nm$^{-1}$, where $\varepsilon=3.43$ meV. The four-band light energy is $(4.3+2.9)\times3.43=24.7$ meV, about $kT$. The six-band value is 19.6 meV, and 11\,\% of the state is already $j=1/2$. At $k=1$ nm$^{-1}$ the four-band energy is 274 meV but the six-band energy is 81 meV, only 28 meV beyond the heavy band. The light band has turned nearly parallel to the heavy one and has lost its light mass.

\section{The heavy band bends too}

Along [111] and [001] the heavy state does not mix, which could suggest that heavy holes are safe from the third band. Along [110] they are not. There $n_x^2=n_y^2=1/2$, and the $X,Y$ block of (\ref{eq:orb}) has diagonal elements $(\gamma_1+\gamma_2)\varepsilon$ and off-diagonal element $3\gamma_3\varepsilon$. Its lower state, $(X-Y)/\sqrt2$, has energy $(\gamma_1+\gamma_2-3\gamma_3)\varepsilon$. When $\varepsilon$ is so large that spin-orbit coupling is a perturbation, this state is a single real orbital. The expectation value of $\mathbf L$ vanishes in it, since the matrices of $\mathbf L$ are imaginary and antisymmetric in the basis $X,Y,Z$. Then $H_{\rm so}$ contributes $\Delta/3$:
\begin{equation}
E\to(\gamma_1+\gamma_2-3\gamma_3)\varepsilon+\frac{\Delta}{3}
=0.29\,\varepsilon+14.7\ \text{meV}.
\label{eq:needle}
\end{equation}
The four-band slope, from (\ref{eq:four}) with $q=1/4$, is 1.77. At $k=1$ nm$^{-1}$ the heavy hole has energy 67 meV in the four-band model and 24 meV in the six-band model. A state that seemed thermally remote is within reach.

The slope 0.29 is a small difference of large numbers, $4.64-4.35$. Raising $\gamma_3$ by 1\,\% lowers it by 0.04, or 15\,\%. Results that depend on these flat directions inherit that sensitivity.

\section{The sign of the error in the hole count}

The four-band model errs in one direction. The $n$th lowest eigenvalue of a Hermitian matrix is the smallest value, over all $n$-dimensional subspaces, of the largest expectation value within the subspace. The four-band model searches only subspaces made of $j=3/2$ states. A restricted search cannot find a smaller minimum, so each four-band energy is at least as large as the corresponding six-band energy, at every $\mathbf k$ and with any strain term included in both.

For nondegenerate holes $p=N_v\exp[-(E_F-E_v)/kT]$, where $E_F$ and $E_v$ are the Fermi level and valence edge on the electron energy scale, and
\begin{equation}
N_v=\sum_{\rm bands}\int\frac{d^3k}{(2\pi)^3}\,e^{-E/kT},
\end{equation}
with both spin states counted. Lower hole energies and two more bands can only increase this sum. The four-band model thus underestimates $N_v$.

The size of the error depends on one ratio. If wave vectors are measured in units of $\sqrt{2m_0\Delta}/\hbar$, the whole six-band matrix is $\Delta$ times a function free of $\Delta$. At fixed $\gamma$'s the ratio of six-band to four-band $N_v$ is consequently a function of $kT/\Delta$ alone. At low temperature, second-order perturbation theory lowers each upper band by $g(\mathbf n)\varepsilon^2/\Delta$, with $g\ge0$. The relative change of its Boltzmann factor is $g\varepsilon^2/(\Delta kT)$, and thermal values of $\varepsilon$ scale as $kT$. The excess of $N_v$ is then proportional to $kT/\Delta$, whereas direct occupation of the third band carries the far smaller factor $e^{-\Delta/kT}$.

\section{The count at 300 K}

First, the estimate that makes the belief plausible. The Boltzmann factor at the split-off edge is $e^{-1.70}=0.18$. The $j=1/2$ block of $M$ vanishes in every direction, not only along the symmetric axes: its trace is $\mathrm{Tr}\,M-\mathrm{Tr}(PM)=0$, and its two eigenvalues are equal by time reversal with inversion. An unmixed split-off band therefore has the isotropic mass $m_0/\gamma_1$. Let $N_0=2(m_0kT/2\pi\hbar^2)^{3/2}$. The four-band density-of-states mass is $0.571\,m_0$, so attaching this band rigidly would raise $N_v$ by the fraction
\begin{equation}
\frac{N_0\gamma_1^{-3/2}e^{-\Delta/kT}}{N_0(0.571)^{3/2}}
=\frac{0.112\times0.182}{0.431}=0.047 .
\end{equation}
A 5\,\% correction invites neglect.

Integrating the mixed bands gives a different result:
\begin{equation}
N_v^{(4)}=1.08\times10^{25}\ \text{m}^{-3},\qquad
N_v^{(6)}=2.6\times10^{25}\ \text{m}^{-3}.
\end{equation}
The ratio is 2.4. The third band holds only 1.2\,\% of the holes, less than the rigid estimate suggests. Without that band the ratio is still 2.38, so nearly all of the increase comes from the altered upper bands. At fixed hole density the four-band model places the Fermi level too close to the valence edge by
\begin{equation}
kT\ln\frac{N_v^{(6)}}{N_v^{(4)}}=25.85\times\ln 2.41\approx23\ \text{meV}.
\end{equation}

A change of $\Delta$ alone identifies the cause. With $\Delta=300$ meV and the same $\gamma$'s, the ratio at 300 K falls from 2.4 to 1.2. Cooling acts in the same way: with $\Delta=44$ meV the excess is 0.3\,\% at 1 K and 0.6\,\% at 2 K, in line with the linear law. At 77 K it is already 42\,\%, more than a straight line from the lowest temperatures would give. In silicon, low temperature in this sense means a few kelvin if errors near 1\,\% are wanted.

The value 2.4 belongs to the quadratic six-band model, which is itself under strain here. About 8\,\% of the holes have $k>2$ nm$^{-1}$, most of them within $15^\circ$ of a flat [110]-type direction, where omitted higher powers of $k$ and the sensitivity of the slope matter most. The sign of the effect is secure within the model; its second digit should not be carried over to real silicon.

\section{Transport: a large change that partly hides}

With one constant relaxation time $\tau$, the nondegenerate conductivity is $pe^2\tau\langle v_x^2\rangle/kT$, because $-\partial f/\partial E=f/kT$. Writing it as $pe^2\tau/m_c$ and using cubic symmetry,
\begin{equation}
\frac1{m_c}=\frac{\langle v^2\rangle}{3kT}.
\end{equation}
The result is $m_c=0.33\,m_0$ with four bands and $0.35\,m_0$ with six. The conductivity mass grows by only 6\,\%, while the density-of-states mass grows from 0.57 to $1.03\,m_0$.

The flat [110] directions show how this can happen. For $\varepsilon\gg\Delta$, take $k_x=(K+\kappa)/\sqrt2$ and $k_y=(K-\kappa)/\sqrt2$ with small $\kappa$ and $k_z$. Then $k_x^2-k_y^2=2K\kappa$ and $2k_xk_y=K^2-\kappa^2$. The lower state of the $X,Y$ block, in units of $\hbar^2/2m_0$ and apart from $k_z$, is
\begin{align}
&(\gamma_1+\gamma_2)(K^2+\kappa^2)-\sqrt{9\gamma_3^2(K^2-\kappa^2)^2+36\gamma_2^2K^2\kappa^2}\nonumber\\
&\simeq(\gamma_1+\gamma_2-3\gamma_3)K^2+\left(\gamma_1+\gamma_2+3\gamma_3-\frac{6\gamma_2^2}{\gamma_3}\right)\kappa^2 .
\end{align}
Motion along $z$ adds $(\gamma_1-2\gamma_2)k_z^2$, since the coupling of $(X-Y)/\sqrt2$ to $Z$ is proportional to $k_z(k_x-k_y)$, which vanishes at $\kappa=0$. The three inverse masses are 0.29, 8.5 and 3.6 in units of $1/m_0$. Such a hole is very heavy along one direction and light across it. Its mean inverse mass, 4.1, corresponds to $0.24\,m_0$. On the axis this limit is nearly reached by $K=1$ nm$^{-1}$, where the mean is 4.0. An average of $m_0v^2/3kT$ over a narrow cone of directions stays well below it, however, because the cone cuts off the transverse wave vectors that carry the velocity; even with $\Delta=0$ a $15^\circ$ cone gives 2.3. States within $15^\circ$ of [110]-type directions supply 58\,\% of the increase in $N_v$, and the average of $m_0v^2/3kT$ over them is 2.2, against 3.4 for all other states. In the four-band model the same averages are 2.6 and 3.2, and the cones hold 22\,\% of the holes rather than 43\,\%, so part of the near agreement of $m_c$ is a cancellation between the two groups. They are heavier than average in transport, but far less so than the slope 0.29 along the axis alone would suggest.

The near agreement of $m_c$ does not rescue the four-band model for channel transport. Scattering rates depend on the density of final states, which differs greatly between the models, and a constant $\tau$ leaves that out. No mobility follows from the masses alone.

\section{Strain}

Consider a layer with in-plane strain $\epsilon_\parallel$ on a (001) surface. Zero normal stress, $C_{11}\epsilon_{zz}+2C_{12}\epsilon_\parallel=0$, fixes $\epsilon_{zz}=-2(C_{12}/C_{11})\epsilon_\parallel$. Apart from a common hydrostatic shift, orbital $j$ acquires the hole energy $-3b(\epsilon_{jj}-\tfrac13\mathrm{Tr}\,\epsilon)$, where $b$ is the tetragonal deformation potential. For $X$ and $Y$ this is
\begin{equation}
s=-b(\epsilon_\parallel-\epsilon_{zz})=-b\left(1+\frac{2C_{12}}{C_{11}}\right)\epsilon_\parallel ,
\end{equation}
and for $Z$ it is $-2s$. This is the axial case again, so (\ref{eq:two}) with $\varepsilon=0$ gives the edges. With the inputs $b=-2.1$ eV and $C_{12}/C_{11}=0.39$, a strain of 1\,\% gives $|s|=2100\times1.78\times0.01=37.4$ meV, close to $\Delta$.

Under compression $s<0$ and the heavy edge is uppermost on the electron energy scale. The four-band splitting is $2|s|=75$ meV. The six-band splitting is $G(37.4\ \text{meV})=25$ meV, and more compression cannot raise it above 29 meV. This ceiling, which the four-band model does not contain, concerns the edges at $k=0$; at finite in-plane $k$ the two bands can lie further apart. The effect on the hole population is still large. At 300 K and 1\,\% compression the second band holds 9\,\% of the holes in the six-band model, but only 3\,\% in the four-band model.

Under tension $s>0$ and the light edge is uppermost. Subtracting the lower root of (\ref{eq:two}) from $s$,
\begin{equation}
E_{\rm heavy}-E_{\rm light}=\frac{3s-\Delta}{2}+\frac12\sqrt{\Delta^2+2\Delta s+9s^2}.
\end{equation}
This starts as $2s+2s^2/\Delta$ and tends to $3s-\Delta/3$, so mixing now enlarges the splitting. At 1\,\% it is 101 meV instead of 75 meV. In both cases the light edge is pushed toward lower hole energy by its repulsion from the split-off state. Under compression that moves it toward the heavy edge, and under tension away from it.

\section{When the band may be dropped}

The four-band model is the leading term of an expansion in $kT/\Delta$ and $|s|/\Delta$. For nondegenerate bulk holes in equilibrium it is justified when both are small enough for the accuracy required. With degenerate doping, confinement in a well or inversion layer, or hot carriers, the Fermi, confinement or carrier energy must also be small compared with $\Delta$. For silicon at 300 K the first is 0.59, and at 1\,\% biaxial strain the second is 0.85. The small population of the third band is true, but it answers a different question: where the holes are, and not what shape the third band has given to the bands that hold them.

\section*{Numbers as computed}
\begin{verbatim}
inputs g1, g2, g3: 4.3, 0.34, 1.45
input splitting DELTA: 44.0 meV
input b: -2.10 eV; C12/C11: 0.39
T: 300 K; kT: 25.85 meV
DELTA/kT: 1.702; exp(-DELTA/kT): 0.1823
2 DELTA/3: 29.33 meV; DELTA/3: 14.67 meV
[111], k = 0.3 nm^-1: hbar^2 k^2/2m0 = 3.429 meV
  light, four-band: 24.69 meV
  light, six-band: 19.63 meV; heavy: 4.80 meV
  split-off band: 63.80 meV
  j=1/2 weight in light state: 0.114
[110], k = 0.3 nm^-1: heavy, four-band 6.05 meV, six-band 5.10 meV
[111], k = 1.0 nm^-1: hbar^2 k^2/2m0 = 38.100 meV
  light, four-band: 274.32 meV
  light, six-band: 81.32 meV; heavy: 53.34 meV
  split-off band: 400.83 meV
  j=1/2 weight in light state: 0.604
[110], k = 1.0 nm^-1: heavy, four-band 67.27 meV, six-band 23.54 meV
[110] heavy slope at large k: 0.290 (units hbar^2/2m0)
four-band Nv: 1.082e+25 m^-3; DOS mass: 0.571 m0
four-band conductivity mass: 0.330 m0
six-band Nv: 2.610e+25 m^-3; DOS mass: 1.026 m0
six-band conductivity mass: 0.349 m0
Nv ratio six/four at 300 K: 2.412
rigid split-off addition / four-band Nv: 0.0474
actual share of holes in third band: 0.0117
upper two bands, Nv ratio six/four: 2.383
Fermi-level error at fixed density: 22.76 meV
share of holes with k > 2 nm^-1: 0.0947
Nv ratio six/four at 1 K: 1.0031
Nv ratio six/four at 2 K: 1.0062
Nv ratio six/four at 77 K: 1.4153
Nv ratio six/four at 150 K: 1.8442
Nv ratio six/four at 400 K: 2.6412
Nv ratio at 300 K with DELTA = 300 meV: 1.203
in-plane strain +1 %: s = 37.38 meV
  edges heavy, light, split-off: 37.38, -63.40, 70.02 meV
  heavy-light splitting: four-band 74.76 meV, six-band 100.78 meV
in-plane strain -1 %: s = -37.38 meV
  edges heavy, light, split-off: -37.38, -12.28, 93.66 meV
  heavy-light splitting: four-band 74.76 meV, six-band 25.10 meV
\end{verbatim}
